# Massless Muon-Pair, Møller and Bhabha Amplitudes from Spinor Brackets

## Setting

Consider these processes in quantum electrodynamics at lowest order in $e$, with one-photon exchange and all fermion masses neglected:

- muon pairs: $e^-(a)\,e^+(b)\to\mu^-(c)\,\mu^+(d)$;
- Møller scattering: $e^-(a)\,e^-(b)\to e^-(c)\,e^-(d)$;
- Bhabha scattering: $e^-(a)\,e^+(b)\to e^-(c)\,e^+(d)$.

The letters also denote the physical, positive-energy momenta. With metric $(+,-,-,-)$ and $\hbar=c=1$,

$$s=(a+b)^2,\quad t=(a-c)^2,\quad u=(a-d)^2,\quad s+t+u=0 .$$

In the centre-of-mass frame, with $\theta$ the angle between $a$ and $c$, $t=-\tfrac s2(1-\cos\theta)$ and $u=-\tfrac s2(1+\cos\theta)$. A string such as $(-+-+)$ lists the physical helicities of $a,b,c,d$.

In the Weyl basis, with $\sigma^\mu=(1,\boldsymbol\sigma)$ and $\bar\sigma^\mu=(1,-\boldsymbol\sigma)$,

$$\gamma^\mu=\begin{pmatrix}0&\sigma^\mu\\ \bar\sigma^\mu&0\end{pmatrix},\qquad
\chi_p=\sqrt{2E}\begin{pmatrix}\cos\frac\vartheta2\\ e^{i\varphi}\sin\frac\vartheta2\end{pmatrix},\qquad
\eta_p=\begin{pmatrix}-\chi_{p2}^*\\ \chi_{p1}^*\end{pmatrix},$$

where $\vartheta,\varphi$ are the polar angles of $\mathbf p$. The particle spinors are $u_+=(0,\chi_p)$ and $u_-=(\eta_p,0)$. We write $|p\rangle=u_+$, $|p]=u_-$, $\langle p|=\bar u_-$, $[p|=\bar u_+$.

## Part (a): spinors

**Question.** Express $\langle pq\rangle$ and $[pq]$ through $\chi$, find their modulus, and identify the antiparticle spinors $v_h=-i\gamma^2u_h^*$.

**Answer.** The vector $\chi_p$ satisfies $\boldsymbol\sigma\cdot\mathbf p\,\chi_p=E\chi_p$, and $\eta_p$ is orthogonal to it, so $\boldsymbol\sigma\cdot\mathbf p\,\eta_p=-E\eta_p$. These are the massless Dirac equations for helicities $+$ and $-$. Since $\gamma^0$ exchanges upper and lower components,

$$\langle pq\rangle=\eta_p^\dagger\chi_q=\chi_{p1}\chi_{q2}-\chi_{p2}\chi_{q1},\qquad
[pq]=\chi_p^\dagger\eta_q=-\langle pq\rangle^*=\langle qp\rangle^* .$$

Both brackets are antisymmetric. For the modulus, use $|\chi_p|^2=2E_p$ and $\chi_p\chi_p^\dagger=E_p+\boldsymbol\sigma\cdot\mathbf p$. Lagrange's identity for two-component vectors gives

$$\begin{aligned}
|\langle pq\rangle|^2&=|\chi_p|^2|\chi_q|^2-|\chi_p^\dagger\chi_q|^2\\
&=4E_pE_q-\mathrm{tr}[(E_p+\boldsymbol\sigma\cdot\mathbf p)(E_q+\boldsymbol\sigma\cdot\mathbf q)]\\
&=4E_pE_q-2(E_pE_q+\mathbf p\cdot\mathbf q)=2p\cdot q .
\end{aligned}$$

A bracket is thus a square root of an invariant, up to a phase.

For antiparticles, the upper half of $-i\gamma^2u_+^*$ is $-i\sigma_2\chi^*=(-\chi_2^*,\chi_1^*)=\eta$. The lower half of $-i\gamma^2u_-^*$ is $i\sigma_2\eta^*=(\chi_1,\chi_2)=\chi$. Hence

$$v_+=u_-,\qquad v_-=u_+ .$$

A left-chirality line therefore joins particles of helicity $-$ and antiparticles of helicity $+$.

## Part (b): contracting two currents

**Question.** Evaluate $\langle x|\gamma^\mu|y]\langle z|\gamma_\mu|w]$, and the product in which the second line is right-chiral.

**Answer.** Because $\gamma^0\gamma^\mu=\mathrm{diag}(\bar\sigma^\mu,\sigma^\mu)$, we have $\langle x|\gamma^\mu|y]=\eta_x^\dagger\bar\sigma^\mu\eta_y$. Any $2\times2$ matrix obeys $M=\frac12[\mathrm{tr}M+\sigma^k\,\mathrm{tr}(\sigma^kM)]$. Comparing the coefficients of its elements gives

$$\sigma^k_{ij}\sigma^k_{mn}=2\delta_{in}\delta_{jm}-\delta_{ij}\delta_{mn},$$

and therefore

$$\bar\sigma^\mu_{ij}\bar\sigma_{\mu\,mn}=\delta_{ij}\delta_{mn}-\sigma^k_{ij}\sigma^k_{mn}
=2(\delta_{ij}\delta_{mn}-\delta_{in}\delta_{jm}).$$

Contraction with the four spinors yields

$$\begin{aligned}
&2[(\eta_x^\dagger\eta_y)(\eta_z^\dagger\eta_w)-(\eta_x^\dagger\eta_w)(\eta_z^\dagger\eta_y)]\\
&\quad=2(\eta_{x1}^*\eta_{z2}^*-\eta_{x2}^*\eta_{z1}^*)(\eta_{y1}\eta_{w2}-\eta_{y2}\eta_{w1}).
\end{aligned}$$

The first factor is $-\chi_{x2}\chi_{z1}+\chi_{x1}\chi_{z2}=\langle xz\rangle$. The second is $-\chi_{y2}^*\chi_{w1}^*+\chi_{y1}^*\chi_{w2}^*=\langle yw\rangle^*=[wy]$. Thus

$$\langle x|\gamma^\mu|y]\langle z|\gamma_\mu|w]=2\langle xz\rangle[wy].$$

For a right-chiral line, insert $\eta=-i\sigma_2\chi^*$ and use $\sigma_2\bar\sigma^\mu\sigma_2=(\sigma^\mu)^T$:

$$\langle w|\gamma^\mu|z]=\chi_w^T(\sigma^\mu)^T\chi_z^*=\chi_z^\dagger\sigma^\mu\chi_w=[z|\gamma^\mu|w\rangle .$$

The line may be read backwards, which exchanges $z$ and $w$ in the first result:

$$\langle x|\gamma^\mu|y][z|\gamma_\mu|w\rangle=2\langle xw\rangle[zy].$$

## Part (c): muon pairs

**Question.** Find all muon-pair helicity amplitudes, their angular dependence and the spin average.

**Answer.** Each vertex is $ie\gamma^\mu$ for charge $-e$, and the Feynman-gauge propagator is $-ig_{\mu\nu}/s$. Then $i\mathcal M=(ie)^2(-i)J\cdot J/s$, so

$$\frac{\mathcal M}{e^2}=\frac{(\bar v_b\gamma^\mu u_a)(\bar u_c\gamma_\mu v_d)}{s}.$$

Gauge terms proportional to $(a+b)^\mu$ vanish, since $\bar v_b(\not a+\not b)u_a=0$ by the Dirac equations.

The vertex connects spinors of equal chirality. With $a$ of helicity $-$, $b$ must have helicity $+$, which leaves two choices for the muon line. Part (b) gives

$$\frac{\mathcal M(-+-+)}{e^2}=\frac{2\langle bc\rangle[da]}{s},\qquad
\frac{\mathcal M(-++-)}{e^2}=\frac{2\langle bd\rangle[ca]}{s}.$$

Flipping all four helicities exchanges angle and square brackets. The other twelve amplitudes vanish.

Momentum conservation gives $2b\cdot c=2a\cdot d=-u$ and $2b\cdot d=2a\cdot c=-t$. The moduli are therefore

$$\frac{2|u|}{s}=1+\cos\theta,\qquad \frac{2|t|}{s}=1-\cos\theta .$$

The zero of the first at $\theta=\pi$ follows from angular momentum. The initial state has $J_z=-1$ along the direction of $a$, while the backward final state has $J_z=+1$.

Averaging over four initial spin states and counting each flipped partner,

$$\frac{\overline{|\mathcal M|^2}}{e^4}=\frac14\cdot2\left[\frac{4u^2}{s^2}+\frac{4t^2}{s^2}\right]=\frac{2(t^2+u^2)}{s^2}=1+\cos^2\theta .$$

## Part (d): the exchange sign

**Question.** Call the barred end of a fermion line its head and the other end its tail. For heads $x,z$ and tails $y,w$ of one fermion species, combine the two possible diagrams and reduce them to brackets.

**Answer.** Heads are outgoing particles or incoming antiparticles; tails are incoming particles or outgoing antiparticles. Let $H$ and $T$ be the mode operators supplied by $\bar\psi$ and $\psi$. The two pairings contain

$$H_xT_yH_zT_w\qquad\text{and}\qquad H_zT_yH_xT_w .$$

The four operators belong to different modes and anticommute. Reversing the first three takes three transpositions, so the strings differ by $(-1)^3=-1$. If $q_1$ and $q_2$ are the photon momenta of the two pairings,

$$\frac{\mathcal M}{e^2}=\frac{J_{xy}\cdot J_{zw}}{q_1^2}-\frac{J_{zy}\cdot J_{xw}}{q_2^2}.$$

The overall sign depends on the ordering of the external states; the relative sign does not.

If all four ends are left-chiral, the second numerator is $2\langle zx\rangle[wy]=-2\langle xz\rangle[wy]$. This minus sign cancels the Fermi sign:

$$\frac{\mathcal M}{e^2}=2\langle xz\rangle[wy]\left(\frac1{q_1^2}+\frac1{q_2^2}\right).$$

If the two heads share one chirality and the two tails the other, or if three ends share a chirality and the fourth differs, each pairing contains a line joining opposite chiralities and the amplitude vanishes. If the heads have opposite chiralities and so do the tails, a single pairing conserves chirality:

$$\begin{aligned}
x,y\text{ left},\ z,w\text{ right}:&\quad \frac{2\langle xw\rangle[zy]}{q_1^2},\\
z,y\text{ left},\ x,w\text{ right}:&\quad -\frac{2\langle zw\rangle[xy]}{q_2^2}.
\end{aligned}$$

The muon-pair amplitudes use $x=b$, $y=a$, $z=c$, $w=d$, $q_1^2=s$, without the second diagram.

## Part (e): Møller scattering

**Question.** Relabel to obtain the Møller amplitudes. Give their moduli, spin average and forward limit.

**Answer.** Both heads are outgoing and both tails incoming: $x=c$, $y=a$, $z=d$, $w=b$, $q_1^2=t$, $q_2^2=u$. Hence

$$\begin{aligned}
\mathcal M(----)/e^2&=2\langle cd\rangle[ba]\left(\frac1t+\frac1u\right),\\
\mathcal M(-+-+)/e^2&=\frac{2\langle cb\rangle[da]}{t},\\
\mathcal M(-++-)/e^2&=-\frac{2\langle db\rangle[ca]}{u}.
\end{aligned}$$

Here $1/t+1/u=(t+u)/(tu)=-s/(tu)$ and $|\langle cd\rangle[ba]|=s$. The moduli are

$$\frac{2s^2}{tu},\qquad 2\left|\frac ut\right|,\qquad 2\left|\frac tu\right| .$$

Including the flipped partners,

$$\frac{\overline{|\mathcal M|^2}}{e^4}=2\left[\frac{s^4}{t^2u^2}+\frac{u^2}{t^2}+\frac{t^2}{u^2}\right]=\frac{2(s^4+t^4+u^4)}{t^2u^2}.$$

As $t\to0$, $u\to-s$. The first two moduli both approach $2s/|t|$, while the third falls as $2|t|/s$. The exchanged photon then leaves each electron's helicity unchanged, and the growth is that of Coulomb scattering. The massless formulas require $s\gg m_e^2$. At a given angle, the relative tree-level mass correction to the spin average is then of order $m_e^2/s$, even where $|t|\ll m_e^2$, because the two growing amplitudes dominate. The small amplitude $(-++-)$ is less robust: with a massive electron, both helicities can flip in the $t$-channel diagram, which contributes a term of modulus about $4m_e^2/s$. This is no longer negligible beside $2|t|/s$ once $|t|$ is comparable to $m_e^2$ or smaller. Near the backward direction the same holds for $(-+-+)$, with $t$ and $u$ exchanged.

## Part (f): Bhabha scattering

**Question.** Do the same for Bhabha scattering, and examine the backward limit.

**Answer.** The muon-pair slots apply, now with a second diagram: $x=b$, $y=a$, $z=c$, $w=d$, $q_1^2=s$, $q_2^2=t$. In $(----)$ the positrons are right-chiral, because $v_-=u_+$. Therefore

$$\begin{aligned}
\mathcal M(-+-+)/e^2&=2\langle bc\rangle[da]\left(\frac1s+\frac1t\right),\\
\mathcal M(-++-)/e^2&=\frac{2\langle bd\rangle[ca]}{s},\\
\mathcal M(----)/e^2&=-\frac{2\langle cd\rangle[ba]}{t}.
\end{aligned}$$

Since $1/s+1/t=(s+t)/(st)=-u/(st)$, the moduli are

$$\frac{2u^2}{s|t|},\qquad \frac{2|t|}{s},\qquad \frac{2s}{|t|},$$

and the spin average is

$$\frac{\overline{|\mathcal M|^2}}{e^4}=2\left[\frac{u^4}{s^2t^2}+\frac{t^2}{s^2}+\frac{s^2}{t^2}\right]=\frac{2(s^4+t^4+u^4)}{s^2t^2}.$$

This is the Møller average with $s$ and $u$ exchanged. Although the propagators are added, $s>0$ and $t<0$, so annihilation and scattering interfere destructively in $(-+-+)$.

In the backward limit $u\to0$, $t\to-s$, the first modulus vanishes as $u^2$. One power of $u$ comes from the brackets, as for muon pairs, and the other from cancellation between the diagrams. The other two moduli approach 2, so the spin average approaches 4. The $u^2$ law is a massless result: with a massive electron the cancellation between the diagrams is incomplete, and for $|u|$ below about $m_e^2$ the amplitude vanishes only linearly in $u$. Near the forward direction $(-++-)$ receives the same double-flip term of modulus about $4m_e^2/s$ as in Møller scattering.

## Part (g): numerical evaluation

**Question.** Evaluate the amplitudes at $\sqrt s=10$ GeV and $\theta=60^\circ$. What would a wrong exchange sign do, and how large is the muon-mass correction to the pair-production spin average?

**Answer.** The invariants are $s=100$, $t=-25$ and $u=-75\ \mathrm{GeV}^2$. Put $a$ along $+z$ and $c$ in the $xz$ plane, and choose azimuth $\pi$ for $b$ and $d$. In units of $\sqrt{10\ \mathrm{GeV}}$,

$$\chi_a=(1,0),\quad \chi_b=(0,-1),\quad \chi_c=\left(\tfrac{\sqrt3}2,\tfrac12\right),\quad \chi_d=\left(\tfrac12,-\tfrac{\sqrt3}2\right).$$

The required brackets, in GeV, are

$$\begin{aligned}
&\langle bc\rangle=8.6603,\quad \langle bd\rangle=5,\quad \langle cd\rangle=-10,\\
&[da]=-8.6603,\quad [ca]=5,\quad [ba]=-10 .
\end{aligned}$$

For muon pairs, $\mathcal M/e^2$ is

$$\begin{aligned}
(-+-+):&\quad 2(8.6603)(-8.6603)/100=-1.5,\\
(-++-):&\quad 2(5)(5)/100=0.5 .
\end{aligned}$$

For Møller scattering,

$$\begin{aligned}
(----):&\quad 200(-0.04-0.01333)=-10.667,\\
(-+-+):&\quad 2(-8.6603)(-8.6603)/(-25)=-6,\\
(-++-):&\quad -2(-5)(5)/(-75)=-0.667 .
\end{aligned}$$

For Bhabha scattering,

$$\begin{aligned}
(-+-+):&\quad -150(0.01-0.04)=4.5,\\
(-++-):&\quad 2(5)(5)/100=0.5,\\
(----):&\quad -200/(-25)=8 .
\end{aligned}$$

The signs of whole amplitudes change with the spinor phases; the moduli do not. With $e^2=4\pi\alpha=0.091701$, the largest modulus for each process is $|\mathcal M|=0.1376$ for muon pairs, $0.9781$ for Møller and $0.7336$ for Bhabha scattering. The spin averages of $|\mathcal M|^2/e^4$ are

$$\begin{aligned}
\text{muon pairs}:&\quad \tfrac12(1.5^2+0.5^2)=1.25,\\
\text{Møller}:&\quad \tfrac12(10.667^2+6^2+0.667^2)=75.11,\\
\text{Bhabha}:&\quad \tfrac12(4.5^2+0.5^2+8^2)=42.25 .
\end{aligned}$$

A wrong exchange sign would change the Møller $(----)$ modulus from 10.667 to 5.333, and the Bhabha $(-+-+)$ modulus from 4.5 to 7.5. At $90^\circ$, where $t=u$, it would make the Møller $(----)$ amplitude vanish, whereas the correct modulus is 8. Fermi antisymmetry does not require a zero there: exchanging $c$ and $d$ reverses the sign of $\langle cd\rangle$, while $1/t+1/u$ is unchanged.

For a muon of mass $m$, the spin sums give the traces

$$\begin{aligned}
\mathrm{tr}(\not b\gamma^\mu\not a\gamma^\nu)&=4[b^\mu a^\nu+b^\nu a^\mu-g^{\mu\nu}a\cdot b],\\
\mathrm{tr}[(\not c+m)\gamma_\mu(\not d-m)\gamma_\nu]&=4[c_\mu d_\nu+c_\nu d_\mu-g_{\mu\nu}(c\cdot d+m^2)].
\end{aligned}$$

In their contraction the terms in $(a\cdot b)(c\cdot d)$ cancel. Division by $4s^2$ leaves

$$\frac{\overline{|\mathcal M|^2}}{e^4}=\frac8{s^2}[(a\cdot c)(b\cdot d)+(a\cdot d)(b\cdot c)+m^2a\cdot b].$$

With muon speed $\beta$, $a\cdot c=b\cdot d=\frac s4(1-\beta\cos\theta)$, $a\cdot d=b\cdot c=\frac s4(1+\beta\cos\theta)$ and $a\cdot b=s/2$. Using $\beta^2=1-4m^2/s$,

$$\frac{\overline{|\mathcal M|^2}}{e^4}=1+\beta^2\cos^2\theta+\frac{4m^2}{s}=1+\cos^2\theta+\frac{4m^2}{s}\sin^2\theta .$$

For $m=0.105658$ GeV, the increase relative to the massless average is

$$\frac{4(0.105658)^2}{100}\cdot\frac{0.75}{1.25}=2.68\times10^{-4}.$$

This measures the neglected muon mass alone. Loop corrections, the running of $\alpha$ and $Z$ exchange are also left out, and at this energy they are much larger. For muon pairs at $60^\circ$, the leptonic running of $\alpha$ alone raises $|\mathcal M|^2$ by about 4%, $Z$ exchange lowers it by about 0.7%, and interference with the $\Upsilon(2S)$ resonance, some 20 MeV above this energy, is of order 1%. The numerical output includes a comparison of all sixteen amplitudes of each process with direct four-component contractions in randomly boosted frames.

## Table of computed values

```
centre-of-mass energy = 10.0 GeV
scattering angle = 60.0 degrees
s = 100.000 GeV^2
t = -25.000 GeV^2
u = -75.000 GeV^2
alpha = 0.00729735 (pure number)
e^2 = 4 pi alpha = 0.091701 (pure number)
<ab> = -10.0000 GeV, [ab] = 10.0000 GeV
<ac> = 5.0000 GeV, [ac] = -5.0000 GeV
<ad> = -8.6603 GeV, [ad] = 8.6603 GeV
<bc> = 8.6603 GeV, [bc] = -8.6603 GeV
<bd> = 5.0000 GeV, [bd] = -5.0000 GeV
<cd> = -10.0000 GeV, [cd] = 10.0000 GeV
Moller exchange sign from Fock space = -1
Bhabha exchange sign from Fock space = -1
muon pair (-+-+): M/e^2 = -1.5000, M = -0.13755 (pure numbers)
muon pair (-++-): M/e^2 = 0.5000, M = 0.04585 (pure numbers)
muon pair spin average |M|^2/e^4 = 1.2500
Moller (----): M/e^2 = -10.6667, M = -0.97815 (pure numbers)
Moller (-+-+): M/e^2 = -6.0000, M = -0.55021 (pure numbers)
Moller (-++-): M/e^2 = -0.6667, M = -0.06113 (pure numbers)
Moller spin average |M|^2/e^4 = 75.1111
Bhabha (-+-+): M/e^2 = 4.5000, M = 0.41266 (pure numbers)
Bhabha (-++-): M/e^2 = 0.5000, M = 0.04585 (pure numbers)
Bhabha (----): M/e^2 = 8.0000, M = 0.73361 (pure numbers)
Bhabha spin average |M|^2/e^4 = 42.2500
Moller (----) wrong sign: |M|/e^2 = 5.3333
Bhabha (-+-+) wrong sign: |M|/e^2 = 7.5000
Moller (----) at 90 degrees, right sign: |M|/e^2 = 8.0000
Moller (----) at 90 degrees, wrong sign: |M|/e^2 = 0.0000
muon mass = 0.105658 GeV
relative muon-mass shift of spin average = 2.679e-04
largest amplitude deviation in random frames = 3.3e-16
largest relative spin-sum deviation = 8.9e-16
```
